# The No-Pair Spin-Orbit Operator and Its High-Momentum Damping, part 1

(Sections cited here and not found follow in the second part.)

## First half: from free spinors to the damped operator

### A deflection through a right angle

Let an electron with momentum $p$ along the $y$ axis be deflected by a static potential into the $x$ direction, with the magnitude of its momentum unchanged. To first order in the potential, its spin can be followed with the solutions of the free Dirac equation alone. Atomic units are used, $\hbar=m=e=1$, so that the speed of light is $c=137.04$. The Pauli matrices are $\sigma_x,\sigma_y,\sigma_z$.

A free electron of energy $E$ has an upper two-component part $U$ and a lower part $L$, which obey

$$
c^2U+c\,\boldsymbol\sigma\cdot\mathbf p\,L=E\,U,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,U-c^2L=E\,L .
$$

The second equation gives $L=c\,\boldsymbol\sigma\cdot\mathbf p\,U/(E+c^2)$. Put into the first, with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, it gives $c^2p^2=(E-c^2)(E+c^2)$. The positive root is

$$
E_p=\sqrt{c^2p^2+c^4}.
$$

Write $U=A\chi$, where $\chi$ is a normalised two-component spinor and $A>0$. The total norm is one if

$$
1=A^2\left[1+\frac{c^2p^2}{(E_p+c^2)^2}\right]
=A^2\left[1+\frac{E_p-c^2}{E_p+c^2}\right]
=A^2\,\frac{2E_p}{E_p+c^2},
$$

so that

$$
A=\sqrt{\frac{E_p+c^2}{2E_p}},\qquad
K\equiv\frac{A\,c}{E_p+c^2},\qquad
L=K\,\boldsymbol\sigma\cdot\mathbf p\,\chi .
$$

The factor $K$ is central to everything that follows. It converts momentum into the amplitude of the lower component.

A static potential acts equally on all four components. To first order in the potential (the Born approximation), the deflection amplitude is therefore proportional to a Fourier component of the potential times the overlap of the final and initial spinors. With $\mathbf p'=p\,\hat{\mathbf x}$ and $\mathbf p=p\,\hat{\mathbf y}$, and with $\sigma_x\sigma_y=i\sigma_z$, the overlap is

$$
A^2\chi'^\dagger\chi+K^2p^2\,\chi'^\dagger\sigma_x\sigma_y\chi
=\chi'^\dagger\left(A^2+iK^2p^2\sigma_z\right)\chi .
$$

The term with $\sigma_z$ is the spin-orbit coupling in this collision. Its strength is

$$
K^2p^2=\frac{c^2p^2}{2E_p(E_p+c^2)}=\frac{E_p-c^2}{2E_p}.
$$

For $p\ll c$ this is $p^2/(4c^2)$, the Breit-Pauli value. For $p\gg c$ it tends to $1/2$, whereas the Breit-Pauli expression keeps growing as $p^2$. The reason for the saturation is visible in the normalisation: $K^2p^2$ is the weight of the lower component, $A^2+K^2p^2=1$, and the lower component of a free positive-energy electron never carries more than half of the norm. Breit-Pauli theory continues the low-momentum growth of this component beyond the point where the norm permits it.

### Projection for a general potential

Now let the electron move in a local, spin-independent potential $V(\mathbf r)$. With the rest energy subtracted, the Dirac Hamiltonian is

$$
h_D=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V .
$$

The no-pair approximation used here restricts the four-component wave function to positive-energy states of the free electron. Such a function has the momentum-space form

$$
\Psi(\mathbf p)=u(\mathbf p)\,\phi(\mathbf p),\qquad
u(\mathbf p)=\begin{pmatrix}A\\ K\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix},
$$

where $\phi$ has two components and $u$ is a matrix with four rows and two columns. Since

$$
u^\dagger(\mathbf p)u(\mathbf p)=A^2+K^2p^2=1,
$$

$\Psi$ and $\phi$ have the same norm, and no overlap matrix appears in the two-component equation.

Define the Fourier transform by

$$
\tilde V(\mathbf q)=\frac{1}{(2\pi)^3}\int e^{-i\mathbf q\cdot\mathbf r}\,V(\mathbf r)\,d^3r .
$$

In momentum space, $V$ carries $\mathbf p$ into $\mathbf p'$ with amplitude $\tilde V(\mathbf p'-\mathbf p)$. The expectation value of $h_D$ becomes

$$
\int\phi^\dagger(E_p-c^2)\phi\,d^3p
+\iint\phi^\dagger(\mathbf p')\,u^\dagger(\mathbf p')u(\mathbf p)\,
\tilde V(\mathbf p'-\mathbf p)\,\phi(\mathbf p)\,d^3p'\,d^3p .
$$

A prime on $A$ or $K$ means that it is evaluated at $p'$. Multiplication of the two spinor matrices gives

$$
u^\dagger(\mathbf p')u(\mathbf p)=A'A+K'K\,(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p).
$$

The factors with a prime stand to the left of the potential, and those without a prime stand to its right. In operator form the Hamiltonian is therefore

$$
H=E_p-c^2+AVA+K\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\,K .
$$

This fixes the position of the kinematic factors. One $K$ belongs to the initial electron and one to the final electron. They may not be merged into $K^2$ on one side, because $K$ does not commute with $V$.

A convention is hidden in $u$. The two free states at each momentum could be mixed by any unitary $2\times2$ matrix $W(\mathbf p)$. This would replace $H$ by $W^\dagger HW$, with the same eigenvalues but possibly a different division into scalar and spin-dependent parts. The choice made here has an upper block $A$ that is a positive multiple of the unit matrix. It is the choice of the free-particle Foldy-Wouthuysen transformation, and the spin-orbit operator below refers to it.

### Separation of the spin-dependent part

The Pauli matrices obey $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$, with summation over repeated indices. Hence

$$
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=p_aVp_a+i\epsilon_{abc}\,\sigma_c\,p_aVp_b .
$$

The first term is the scalar operator $\mathbf p\cdot V\mathbf p$. In the second, let $\mathbf p=-i\nabla$ act on the product to its right:

$$
p_aV=Vp_a-i(\partial_aV).
$$

The part $\epsilon_{abc}Vp_ap_b$ vanishes, because $p_ap_b$ is symmetric in $a$ and $b$. What remains is

$$
i\epsilon_{abc}\sigma_c(-i)(\partial_aV)p_b
=\epsilon_{abc}\sigma_c(\partial_aV)p_b
=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
$$

The complete first-order no-pair Hamiltonian is thus

$$
H=E_p-c^2+AVA+K(\mathbf p\cdot V\mathbf p)K+H_{SO},
\qquad
H_{SO}=K\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\,K .
$$

For a central potential $\nabla V=V'(r)\,\mathbf r/r$, and with $\mathbf l=\mathbf r\times\mathbf p$,

$$
\nabla V\times\mathbf p=\frac{V'(r)}{r}\,\mathbf l .
$$

The point-nucleus potential $V=-Z/r$ has $V'=Z/r^2$. Written with the kinematic factors in full,

$$
H_{SO}=Z\,\frac{Ac}{E_p+c^2}\,
\frac{\boldsymbol\sigma\cdot\mathbf l}{r^3}\,
\frac{Ac}{E_p+c^2}.
$$

The sign is positive: an electron with spin and orbital momentum parallel is raised in energy. The factor $K$ depends on $p^2$ alone and so commutes with rotations, hence with $\mathbf l$ and trivially with $\boldsymbol\sigma$. A state of definite $l$ and $j$ has

$$
\boldsymbol\sigma\cdot\mathbf l=j(j+1)-l(l+1)-\tfrac34 ,
$$

which is $-2$ for $p_{1/2}$ and $+1$ for $p_{3/2}$. The operator vanishes on $s$ states. For $l\ge1$ and a radial function that starts as $r^l$, as nonrelativistic orbitals do, the integral of $r^2\,r^{2l}\,r^{-3}$ converges at the origin.

### Where the mean field enters

The derivation used no property of $V$ except that it is local and spin-independent. It therefore covers the direct Coulomb field of a frozen, spherical electron density together with the nucleus. By Gauss's law,

$$
V'(r)=\frac{Z_{\rm in}(r)}{r^2},
$$

where $Z_{\rm in}(r)$ is the nuclear charge minus the number of electrons inside the sphere of radius $r$. In this mean field

$$
H_{SO}=K\,\frac{Z_{\rm in}(r)}{r^3}\,\boldsymbol\sigma\cdot\mathbf l\;K .
$$

The frozen density is here that of four-component orbitals, including their lower components. Two further parts of an atomic mean-field spin-orbit operator lie outside this derivation. The exchange field is nonlocal, and the spin-other-orbit coupling comes from the magnetic interaction between electrons, which is absent from $V$. The formulas below must not be read as their derivation.

### Low and high momentum

The square of the kinematic factor has two useful forms:

$$
K^2=\frac{c^2}{2E_p(E_p+c^2)}=\frac{E_p-c^2}{2E_p\,p^2}.
$$

The first follows from inserting $A^2$, the second from $c^2p^2=(E_p-c^2)(E_p+c^2)$. At low momentum put $E_p=c^2(1+\varepsilon)$ with $\varepsilon\simeq p^2/(2c^2)$. Then

$$
4c^2K^2=\frac{2}{(1+\varepsilon)(2+\varepsilon)}
\simeq1-\frac{3\varepsilon}{2}
\simeq1-\frac{3p^2}{4c^2},
\qquad
K\simeq\frac{1}{2c}\left(1-\frac{3p^2}{8c^2}\right).
$$

To leading order each factor is $1/(2c)$, and the Breit-Pauli operator returns:

$$
H_{SO}\to\frac{Z}{4c^2}\frac{\boldsymbol\sigma\cdot\mathbf l}{r^3}
=\frac{Z}{2c^2}\frac{\mathbf s\cdot\mathbf l}{r^3},\qquad \mathbf s=\tfrac12\boldsymbol\sigma .
$$

At high momentum $E_p\simeq cp$, and the second form of $K^2$ gives

$$
K\to\frac{1}{\sqrt2\,p},\qquad K\le\frac{1}{\sqrt2\,p}\ \text{ for all } p .
$$

The inequality holds because $(E_p-c^2)/E_p<1$. The quantity $4c^2K^2$ measures the damping of a matrix element between momenta of equal magnitude. It is 0.993 at $p=0.1c$, 0.586 at $p=c$, 0.0180 at $p=10c$ and $1.98\times10^{-4}$ at $p=100c$. The last two values approach the asymptote $2c^2/p^2$.

In position space $K$ is a nonlocal operator. It depends on $p$ through $p/c$, apart from a prefactor, so the length that enters its kernel is $1/c=0.00386$ angstrom, the reduced Compton length. The damped operator is consequently not $r^{-3}$ multiplied by a cutoff function of $r$. It samples $r^{-3}$ with wave functions that have first been smoothed over this length.

### What the projection leaves out

The free negative-energy spinors orthogonal to $u$ are $(-K\boldsymbol\sigma\cdot\mathbf p,\,A)^T$. Their coupling to the retained states through $V$ is

$$
-K\,\boldsymbol\sigma\cdot\mathbf p\,VA+AVK\,\boldsymbol\sigma\cdot\mathbf p
\simeq-\frac{1}{2c}[\boldsymbol\sigma\cdot\mathbf p,V]
=\frac{i}{2c}\,\boldsymbol\sigma\cdot\nabla V ,
$$

where the approximation is $A\simeq1$, $K\simeq1/(2c)$. The states coupled lie lower by about $2c^2$. Second-order perturbation theory then gives the omitted energy to leading order,

$$
\Delta E\simeq\frac{1}{2c^2}\,\frac{\langle(\boldsymbol\sigma\cdot\nabla V)^2\rangle}{4c^2}
=\frac{\langle(\nabla V)^2\rangle}{8c^4}.
$$

It is positive and independent of spin. For a nonrelativistic $2p$ electron the radial function is proportional to $re^{-\eta r}$ with $\eta=Z/2$. Its normalised square is $\tfrac43\eta^5r^2e^{-2\eta r}$, so

$$
\langle r^{-4}\rangle=\tfrac43\eta^5\int_0^\infty e^{-2\eta r}dr=\tfrac23\eta^4=\frac{Z^4}{24},
\qquad
\Delta E\simeq\frac{Z^6}{192\,c^4}.
$$

At this order the shift is the same for $2p_{1/2}$ and $2p_{3/2}$ and cancels from their splitting. The estimate holds only for $Z\ll c$: its corrections are of relative order $Z/c$ and differ between the two levels. The difference between the Dirac and no-pair levels is 1.06 and 0.63 times this value for $2p_{1/2}$ and $2p_{3/2}$ at $Z=20$, and 1.9 and 0.27 times it at $Z=80$. The no-pair operator is thus a first-order approximation in $V$ that improves as $Z/c$ decreases. For heavy nuclei the higher-order couplings need not be small, and the damping factors do not supply them.

## Second half: the loss of the cubic singularity

### Symbols and results carried over

The operator under study is $H_{SO}=Z\,\boldsymbol\sigma\cdot\mathbf l\,K r^{-3}K$, with

$$
K=\frac{Ac}{E_p+c^2},\qquad
A=\sqrt{\frac{E_p+c^2}{2E_p}},\qquad
E_p=\sqrt{c^2p^2+c^4}.
$$

It belongs to $H=E_p-c^2+AVA+K(\mathbf p\cdot V\mathbf p)K+H_{SO}$ with $V=-Z/r$. Breit-Pauli theory replaces each $K$ in $H_{SO}$ by $1/(2c)$. At high momentum $K\to1/(\sqrt2\,p)$, and $K\le1/(\sqrt2\,p)$ at every $p$. The eigenvalue of $\boldsymbol\sigma\cdot\mathbf l$ is $-2$ for $p_{1/2}$ and $1$ for $p_{3/2}$. This half treats $l=1$.

Projection onto free positive-energy states has given a first-order no-pair Hamiltonian whose spin-orbit operator carries a damping factor $K$ on each side of the potential. It remains to find what this damping does to the $r^{-3}$ singularity for $l=1$, and how it affects the stability of the lowest $p_{1/2}$ level and the $2p$ splitting.

All numerical values are calculated from the stated model.
